# The acoustic sum rule for electron-phonon coupling and its long-wavelength limit, part 1

(Sections cited here and not found follow in the second part.)

A long-wavelength sound wave in a crystal moves the atoms of many neighbouring cells by almost the same vector. As the wavelength grows without bound the motion becomes a rigid shift of the whole crystal, and a shifted crystal has the same electron energies as the original one. Yet each nucleus, when it moves, changes the potential felt by an electron by a large amount, several electronvolts per ångström in the model treated below. These separate changes must therefore cancel in every matrix element that would shift an energy at first order, while they cannot cancel altogether, since the wave functions have to follow the nuclei. The acoustic sum rule is the exact form of this statement.

The electrons are described at mean-field level by a one-particle Hamiltonian

$$H(\{\tau\}) = \frac{p^2}{2m} + V(\{\tau\}), \qquad \mathbf p = -i\hbar\nabla ,$$

where $V$ is the self-consistent Kohn-Sham potential for nuclei clamped at the given positions. It may contain local ionic terms, nonlocal projectors, a spin-orbit term, and the Hartree and exchange-correlation potentials. Nucleus $\kappa$ of cell $p$ sits at $\boldsymbol\tau_{\kappa p} = \boldsymbol\tau_\kappa + \mathbf R_p$. Born-von Karman boundary conditions hold on a supercell of $N_p$ cells, the Bloch states $|n\mathbf k\rangle$ with energies $\varepsilon_{n\mathbf k}$ are normalized on that supercell, and the potentials are taken to be smooth. The basic matrix element, with the dimension of a force, is

$$D^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q) = \Big\langle m\,\mathbf k+\mathbf q\Big|\sum_p e^{i\mathbf q\cdot\mathbf R_p}\frac{\partial V}{\partial\tau_{\kappa p\alpha}}\Big|n\mathbf k\Big\rangle , \tag{1}$$

where the derivative is the total one, with the electron density allowed to readjust. Harmonic phonons of frequency $\omega_{\mathbf q\nu}$ and unit eigenvector $e_{\kappa\alpha,\nu}(\mathbf q)$ displace the nuclei of mass $M_\kappa$ by $\Delta\tau_{\kappa p\alpha} = \sum_{\mathbf q\nu}(\hbar/2N_pM_\kappa\omega_{\mathbf q\nu})^{1/2}e_{\kappa\alpha,\nu}\,e^{i\mathbf q\cdot\mathbf R_p}(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})$. Inserting this in $\Delta V=\sum_{\kappa p\alpha}(\partial V/\partial\tau_{\kappa p\alpha})\Delta\tau_{\kappa p\alpha}$ gives a vertex $N_p^{-1/2}g_{mn\nu}$ with

$$g_{mn\nu}(\mathbf k,\mathbf q) = \sum_{\kappa\alpha}\Big(\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}\Big)^{1/2}e_{\kappa\alpha,\nu}(\mathbf q)\,D^{\kappa\alpha}_{mn}(\mathbf k,\mathbf q). \tag{2}$$

An acoustic mode has $\omega=0$ at $\mathbf q=0$, so $g$ is not defined there. The sum rule is a statement about $D$, and what it implies for $g$ is a question about a limit.

Define the operator $T(\mathbf u)=\exp(-i\mathbf u\cdot\mathbf p/\hbar)$. A plane wave $e^{i\mathbf K\cdot\mathbf r}$ is an eigenfunction of $\mathbf p$ with eigenvalue $\hbar\mathbf K$, so $T$ multiplies it by $e^{-i\mathbf K\cdot\mathbf u}$ and turns it into $e^{i\mathbf K\cdot(\mathbf r-\mathbf u)}$. Every function on the supercell is a sum of plane waves, hence $(T\psi)(\mathbf r)=\psi(\mathbf r-\mathbf u)$. The factors have modulus one, so $T$ is unitary, with $T^\dagger=T(-\mathbf u)$. A Bloch function of wave vector $\mathbf k$ contains only the waves $\mathbf k+\mathbf G$, and neither $T$ nor $\mathbf p$ brings in others, so both conserve $\mathbf k$ and respect the boundary conditions.

The central claim is that moving all nuclei by $\mathbf u$ transforms the Hamiltonian as

$$H(\{\tau+\mathbf u\}) = T(\mathbf u)\,H(\{\tau\})\,T^\dagger(\mathbf u), \tag{3}$$

provided that no potential is fixed in space independently of the nuclei. It is checked term by term. The kinetic energy is a function of $\mathbf p$, commutes with $T$, and does not depend on $\tau$. For a multiplicative function $F(\mathbf r)$, acting on $\psi$ with $T^\dagger$ gives $\psi(\mathbf r+\mathbf u)$, multiplying gives $F(\mathbf r)\psi(\mathbf r+\mathbf u)$, and acting with $T$ gives $F(\mathbf r-\mathbf u)\psi(\mathbf r)$, so $TFT^\dagger=F(\mathbf r-\mathbf u)$. The local ionic potential $\sum_{\kappa p}w_\kappa(\mathbf r-\boldsymbol\tau_{\kappa p})$ therefore becomes $\sum_{\kappa p} w_\kappa(\mathbf r-\boldsymbol\tau_{\kappa p}-\mathbf u)$, which is the potential of the moved nuclei. A projector $E|\beta_\tau\rangle\langle\beta_\tau|$ built on $\beta(\mathbf r-\boldsymbol\tau)$ obeys $T|\beta_\tau\rangle=|\beta_{\tau+u}\rangle$ and goes into the projector at the moved site. For the spin-orbit term $\lambda\,\boldsymbol\sigma\cdot(\nabla V_{\rm loc}\times\mathbf p)$, inserting $T^\dagger T=1$ between the two factors gives $(T\nabla V_{\rm loc}T^\dagger)\times(T\mathbf pT^\dagger)=\nabla V_{\rm loc}(\mathbf r-\mathbf u)\times\mathbf p$, and the spin matrices are untouched.

The Hartree and exchange-correlation potential $v[n](\mathbf r)=\delta E_{\rm Hxc}/\delta n(\mathbf r)$ depends on the nuclei only through the density. Because the electron-electron interaction depends on differences of coordinates, $E_{\rm Hxc}[n_{\mathbf u}]=E_{\rm Hxc}[n]$ for $n_{\mathbf u}(\mathbf r)=n(\mathbf r-\mathbf u)$; this is assumed of the approximate functional in use. Adding a small $\eta(\mathbf r)$ to $n_{\mathbf u}$ is the translate of adding $\eta(\mathbf r+\mathbf u)$ to $n$, so the first-order energy changes agree:

$$\int v[n_{\mathbf u}](\mathbf r)\,\eta(\mathbf r)\,d^3r=\int v[n](\mathbf r')\,\eta(\mathbf r'+\mathbf u)\,d^3r'=\int v[n](\mathbf r-\mathbf u)\,\eta(\mathbf r)\,d^3r .$$

Since $\eta$ is arbitrary, $v[n_{\mathbf u}](\mathbf r)=v[n](\mathbf r-\mathbf u)=Tv[n]T^\dagger$. It remains to show that $n_{\mathbf u}$ is the density that belongs to the moved nuclei. Let $\psi_i$ be the self-consistent orbitals for $\{\tau\}$. Then $(THT^\dagger)T\psi_i=TH\psi_i=\varepsilon_iT\psi_i$, so the functions $T\psi_i$ are eigenfunctions of $THT^\dagger$ with the same energies, hence the same occupations and the same Fermi level. Their density is $n_{\mathbf u}$, and the Hamiltonian built from $\{\tau+\mathbf u\}$ and $n_{\mathbf u}$ is, by the results just found, $THT^\dagger$ itself. The loop closes. If the self-consistent ground state is unique, this solution is that state, and (3) is proved. One convention is hidden in the periodic Coulomb problem: the $\mathbf G=0$ component of the electrostatic potential of the neutral cell is set to zero, which is a translation-invariant rule and means that at $\mathbf q=0$ there is no macroscopic electric field.

Differentiate (3) with respect to $u_\alpha$ at $\mathbf u=0$. On the left every $\tau_{\kappa p\alpha}$ has derivative one, and only $V$ depends on them, so the chain rule gives $\sum_{\kappa p}\partial V/\partial\tau_{\kappa p\alpha}$. On the right $\partial T/\partial u_\alpha=-ip_\alpha/\hbar$ and $\partial T^\dagger/\partial u_\alpha=+ip_\alpha/\hbar$ at $\mathbf u=0$, and the product rule gives $-(i/\hbar)p_\alpha H+(i/\hbar)Hp_\alpha$. Thus

$$\sum_{\kappa p}\frac{\partial V}{\partial\tau_{\kappa p\alpha}}=\frac{i}{\hbar}\,[H,p_\alpha]. \tag{4}$$

The sign is confirmed on a local potential: $[V,p_\alpha]\psi=-i\hbar V\partial_\alpha\psi+i\hbar\,\partial_\alpha(V\psi)=i\hbar(\partial_\alpha V)\psi$, so the right side is $-\partial_\alpha V$, the derivative of $V(\mathbf r-\mathbf u)$.

Take the matrix element of (4) between $\langle m\mathbf k|$ and $|n\mathbf k\rangle$. By (1) the left side is $\sum_\kappa D^{\kappa\alpha}_{mn}(\mathbf k,0)$. On the right, $\langle m\mathbf k|p_\alpha H|n\mathbf k\rangle=\varepsilon_{n\mathbf k}\langle m\mathbf k|p_\alpha|n\mathbf k\rangle$ at once. In the other term $H$ must act to the left on $\phi=\psi_{m\mathbf k}$, past $\chi=p_\alpha\psi_{n\mathbf k}$. The potential terms are Hermitian on periodic functions, and for the kinetic term Green's identity gives $\int[\phi^*\nabla^2\chi-(\nabla^2\phi^*)\chi]\,d^3r=\oint(\phi^*\nabla\chi-\chi\nabla\phi^*)\cdot d\mathbf S$. Both $\phi$ and $\chi$ are Bloch functions of the same $\mathbf k$, so the Bloch phases cancel in each product, the integrand is lattice periodic, and opposite faces of the supercell, whose normals are opposite, cancel. Hence $\langle m\mathbf k|Hp_\alpha|n\mathbf k\rangle=\varepsilon_{m\mathbf k}\langle m\mathbf k|p_\alpha|n\mathbf k\rangle$, and

$$\sum_\kappa D^{\kappa\alpha}_{mn}(\mathbf k,0)=\frac{i}{\hbar}\,(\varepsilon_{m\mathbf k}-\varepsilon_{n\mathbf k})\,\langle m\mathbf k|p_\alpha|n\mathbf k\rangle . \tag{5}$$

The momentum matrix element is finite, so the sum vanishes for $m=n$, whatever the momentum carried by the state, and it vanishes for every pair of states inside a degenerate level.

The content of (5) appears when it is put into perturbation theory for a nondegenerate state, with a shift $u$ along $\alpha$, $D_{mn}$ for the sum over $\kappa$ and $p_{mn}$ for the momentum element. The first-order energy change $uD_{nn}$ is zero. The first-order change of the state is

$$\sum_{m\ne n}|m\rangle\frac{uD_{mn}}{\varepsilon_n-\varepsilon_m}=-\frac{iu}{\hbar}\sum_{m\ne n}|m\rangle\,p_{mn},$$

because the energy difference in (5) cancels the denominator and leaves a minus sign. This is the part of $-(iu/\hbar)p_\alpha\psi_n=-u\,\partial_\alpha\psi_n$ orthogonal to $\psi_n$: the interband elements are exactly those that carry the wave function along with the nuclei. At second order the energy change is $u^2\big[\sum_{m\ne n}|D_{mn}|^2/(\varepsilon_n-\varepsilon_m)+\tfrac12\langle n|H''|n\rangle\big]$, with $H''=\partial^2H/\partial u^2$. By (5) the first term, the static Fan term, equals $-\hbar^{-2}\sum_m(\varepsilon_m-\varepsilon_n)|p_{mn}|^2$. Since $p_\alpha$ commutes with $T$, the relation $\partial H/\partial u=(i/\hbar)[H(u),p_\alpha]$ holds at every $u$, and a second derivative gives

$$H''=-\frac{1}{\hbar^2}\big[[H,p_\alpha],p_\alpha\big]=-\frac{1}{\hbar^2}\big(Hp_\alpha^2-2p_\alpha Hp_\alpha+p_\alpha^2H\big).$$

With $\langle n|p_\alpha^2|n\rangle=\sum_m|p_{mn}|^2$ and $\langle n|p_\alpha Hp_\alpha|n\rangle=\sum_m\varepsilon_m|p_{mn}|^2$, the second term, the Debye-Waller term, is $\tfrac12\langle n|H''|n\rangle=+\hbar^{-2}\sum_m(\varepsilon_m-\varepsilon_n)|p_{mn}|^2$. The two cancel, as (3) demands.

The operator in (5) is the canonical momentum, because that is the generator of translations. It is not in general the mass times the velocity. With $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, the derivative brings down $-ir_\alpha$ on the left and $+ir_\alpha$ on the right, so the velocity $\hbar^{-1}\partial H_{\mathbf k}/\partial k_\alpha$ corresponds to $v_\alpha=(i/\hbar)[H,r_\alpha]$. From $[p_\beta,r_\alpha]=-i\hbar\delta_{\alpha\beta}$ follows $[p^2,r_\alpha]=-2i\hbar p_\alpha$, hence $v_\alpha=p_\alpha/m+(i/\hbar)[V,r_\alpha]$. A local potential commutes with $r_\alpha$. A nonlocal kernel gives $\langle\mathbf r|[V,r_\alpha]|\mathbf r'\rangle=V(\mathbf r,\mathbf r')(r'_\alpha-r_\alpha)$, which is not zero, and the spin-orbit term, written as $\lambda(\boldsymbol\sigma\times\nabla V_{\rm loc})\cdot\mathbf p$, adds $\lambda(\boldsymbol\sigma\times\nabla V_{\rm loc})_\alpha$ to the velocity. In both cases $m v_\alpha$ in place of $p_\alpha$ spoils the interband part of (5).

The proof also shows where the rule fails. If only the ionic part of $V$ is differentiated, the Hartree and exchange-correlation contribution $-\partial_\alpha v$ is missing from (4), and since the full diagonal element is zero the bare one is $+\langle n\mathbf k|\partial_\alpha v|n\mathbf k\rangle$. This does not vanish state by state. Its sum over occupied states does: the invariance of $E_{\rm Hxc}[n_{\mathbf u}]$ gives $\int v\,\partial_\alpha n=0$, and integrating by parts over the periodic cell gives $\int n\,\partial_\alpha v=0$. If some source of potential stays fixed while the nuclei move, (3) holds only when that source is moved as well, so the intraband sum over nuclei equals minus the screened matrix element for moving the source. In a finite basis with projector $P$ the argument survives when $P$ commutes with $\mathbf p$, for then $P\,THT^\dagger P=T\,PHP\,T^\dagger$. A set of plane waves has this property, and (5) holds in it at any cutoff, except for errors from evaluating $v$ on a real-space grid, which is invariant only under shifts by whole grid steps.

A model in which nothing vanishes by symmetry puts numbers on these statements. All quantities are in Hartree atomic units. The crystal is a stack of sheets of two kinds, A at $x=0$ and B at $x=\tau_B=2.4$ bohr, with period $a=6$ bohr, and the electrons move along $x$ only. Each sheet carries charge $Z=1$ per area $\mathcal A=36$ bohr$^2$, smeared into a Gaussian of width $\sigma=0.8$ bohr, and a Gaussian well $W_\kappa e^{-x^2/2\sigma^2}$ with $W_A=-1.0$ Ha and $W_B=-0.4$ Ha, so that its local potential has the transform $w_\kappa(Q)=[W_\kappa\sigma\sqrt{2\pi}-4\pi Z/\mathcal AQ^2]\,e^{-Q^2\sigma^2/2}$. Sheet A also carries a separable projector of strength $-0.3$ Ha on a normalized Gaussian of width 1 bohr. Two electrons per cell fill the lowest band and interact through the Hartree kernel $4\pi/\mathcal AQ^2$ and the local-density (Dirac) exchange potential $-(3n/\pi\mathcal A)^{1/3}$, with $n$ the density per unit length. These are round model parameters. The position of B is chosen off centre for a reason. If every atom were an inversion centre, inversion combined with time reversal would map a nondegenerate $|n\mathbf k\rangle$ onto itself while reversing the sign of each sublattice derivative, and each real diagonal element $D^\kappa_{nn}$ would equal its own negative, leaving nothing to cancel.

The numerical check displaces each sublattice separately, reconverges the density for each displacement in 29 plane waves with 16 $k$ points, and differentiates the Hamiltonian numerically with a step of 0.01 bohr; the momentum operator plays no part in that side of the calculation. At $k=0.2$ bohr$^{-1}$ the lowest band has $D^A_{11}=-0.088158$ and $D^B_{11}=+0.088158$ Ha/bohr. Moving A alone, with B playing the part of a fixed source, thus shifts the level by $-4.53$ eV/Å, and the sum has magnitude $3\times10^{-10}$ Ha/bohr. Bands 2 and 3 show the same cancellation, of $\pm0.0335$ and $\pm0.0281$ Ha/bohr. For the first interband element the energies are $-1.028291$ and $-0.272189$ Ha, with difference $0.756102$ Ha, and $p_{21}=0.3955+0.0994i$, where the phase of each state is fixed by making its $G=0$ coefficient real and positive. The right side of (5) is

$$i\,(0.7561)(0.3955+0.0994i)=0.7561\,(-0.0994+0.3955i)=-0.0752+0.2990i ,$$

and the left side is $(-0.0618+0.3648i)+(-0.0134-0.0657i)=-0.0752+0.2990i$ Ha/bohr, the last digit coming from the unrounded values. The magnitude is $0.3083$ Ha/bohr, or $15.86$ eV/Å. Over the block of the six lowest bands the largest absolute deviation between the two sides is $3\times10^{-9}$ Ha/bohr.

With the velocity $v_{21}=0.5256+0.1247i$ the right side would be $-0.0943+0.3974i$, which misses by $-0.0191+0.0984i$, of magnitude $0.100$ Ha/bohr or about 32% of $|D_{21}|$; the projector is the only term in this model that separates $v$ from $p$. The bare derivative gives $-0.0798+0.3133i$, off by about 5% of $|D_{21}|$, and intraband sums of $-0.0036$ and $+0.0020$ Ha/bohr in bands 2 and 3. In band 1 the bare sum is only $-2.3\times10^{-5}$ Ha/bohr. Band 1 is the one occupied band, so its average over $k$ vanishes by the identity above; that the value at a single $k$ stays so near the average is plausibly due to a density that changes little across this band, which is a conjecture and was not tested. A separate self-consistent solution for a finite shift of 0.37 bohr reproduces the six levels to $5\times10^{-14}$ Ha, and its states have unit overlap with the translated ones. At second order the Fan term of band 1 is $-0.321991$ and the Debye-Waller term $+0.321991$ Ha/bohr$^2$; band 2 supplies $-(0.3083)^2/0.7561=-0.126$ of the former.

The sum rule (5) has been derived from translation covariance and confirmed numerically in a self-consistent one-dimensional sheet model. It remains to test it in three dimensions with spin-orbit coupling, and to find what it implies for the coupling $g$ as $\mathbf q\to0$, where the long-range Coulomb interaction in insulators needs separate treatment.
